Squaring the Dirac Determinant and the Logarithmic Charge Renormalization, part 1

(Sections cited here and not found follow in the second part.)

## The Dirac determinant and its squared operator

For a Dirac field of mass m > 0 in a smooth electromagnetic background, in flat Euclidean four-space with ħ = c = 1, the determinant of the first-order Dirac operator reduces to that of a second-order operator:

ln Det(D̸ + m) = ½ ln Det(−D² − (e/2)σ_μνF_μν + m²).  (1)

The right side describes a particle that moves as a scalar does, apart from a term coupling its spin to the field. If the determinant is cut off at short proper time 1/Λ², the effective action Γ = −ln Det(D̸ + m), measured from its value without a field, is

Γ = (e²/48π²) E₁(m²/Λ²) ∫d⁴x F_μνF_μν + terms finite as Λ → ∞,  (2)

where E₁(x) = ∫ₓ^∞ dt e^(−t)/t grows as −ln x when x → 0. This term has the form of the Maxwell action, so a change of the charge absorbs it. To one-loop order the bare charge e₀ and the charge e seen by weak, slowly varying fields obey

1/e² = 1/e₀² + E₁(m²/Λ²)/(12π²).  (3)

Repeated indices are summed from 1 to 4. The Dirac matrices are hermitian and satisfy γ_μγ_ν + γ_νγ_μ = 2δ_μν. The other definitions are

D_μ = ∂_μ + ieA_μ,  D̸ = γ_μD_μ,
F_μν = ∂_μA_ν − ∂_νA_μ,  σ_μν = (i/2)[γ_μ,γ_ν].

With this sign of the coupling the particle has charge −e; the results (2) and (3) contain e² alone. Space is taken as a large torus, so that the spectrum is discrete and integration by parts leaves no boundary term. Fields that fall off at infinity are reached by letting the torus grow.

The determinant arises from the integral over the fermion field with weight exp(−∫ψ̄(D̸+m)ψ). For one pair of Grassmann variables and a number M,

∫dψ̄ dψ exp(−ψ̄Mψ) = ∫dψ̄ dψ (1 + Mψψ̄) = M,

because the square of each variable vanishes, −ψ̄ψ = ψψ̄, and the measure is normalized by ∫dψ̄ dψ ψψ̄ = 1. To apply this to the field one diagonalizes D̸. Integration by parts shows that ∂_μ is antihermitian, and ieA_μ is antihermitian because A_μ is real. The matrices γ_μ are hermitian and commute with D_μ, so

D̸† = D_μ†γ_μ = −D_μγ_μ = −D̸.

An antihermitian operator has orthonormal eigenfunctions and imaginary eigenvalues iλ. A unitary change of variables for ψ and the inverse change for ψ̄ have Jacobians that cancel, and the integral becomes the product of the numbers m + iλ. That product is Det(D̸ + m).

The reduction rests on the matrix γ₅ = γ₁γ₂γ₃γ₄. When a given γ_μ is carried through γ₅ it passes three different matrices, each with a change of sign, and one equal to itself. Hence γ₅γ_μ = −γ_μγ₅. Its square is found by bringing equal matrices together in γ₁γ₂γ₃γ₄γ₁γ₂γ₃γ₄. The second γ₁ passes three matrices, then the second γ₂ passes two, then the second γ₃ passes one; the six sign changes give γ₅² = 1. Therefore

γ₅(D̸ + m)γ₅ = −D̸ + m.

A similarity transformation leaves a determinant unchanged, so Det(D̸ + m) = Det(−D̸ + m). The two operators commute, and their product gives

[Det(D̸ + m)]² = Det[(m + D̸)(m − D̸)] = Det(m² − D̸²).  (4)

The sign of the square root still has to be fixed. If D̸φ = iλφ, then D̸γ₅φ = −γ₅D̸φ = −iλγ₅φ. Each nonzero λ is thus accompanied by −λ, and the pair contributes (m + iλ)(m − iλ) = m² + λ². An eigenfunction with λ = 0 needs no partner and contributes a factor m. With n₀ such zero modes,

Det(D̸ + m) = m^(n₀) ∏_(λ>0) (m² + λ²),
Det(m² − D̸²) = m^(2n₀) ∏_(λ>0) (m² + λ²)².

For m > 0 both are positive and the first is the positive square root of the second. Hence

ln Det(D̸ + m) = ½ ln Det(m² − D̸²).  (5)

For negative m and odd n₀ the first determinant would be negative, and (5) would hold only for its absolute value.

This argument is purely algebraic, so it can be examined with finite matrices. A lattice Dirac operator on 3⁴ sites, with random phases on the links and mass 0.3 in lattice units, gives 19.22838 for both sides of (5). A matrix with seven components of one chirality and four of the other must have at least 7 − 4 = 3 zero modes, since four linear conditions cannot fix seven unknowns. It has three, and both sides equal 4.47795. If a Wilson term is added to the lattice operator, part of the operator commutes with γ₅ and the argument no longer applies. Both determinants are still positive in this example, but the left side of (5) is then 472.16 and the right side 447.68. The factorization Det(m² − D²) = Det(m − D) Det(m + D) survives for the modified operator D, but its two factors are no longer equal.

In the continuum the product over eigenvalues diverges, and (5) acquires a meaning through the regulator. What is needed is that λ and −λ be treated alike. A regulator that depends on the eigenvalues λ² of −D̸² has this property, and it is also gauge invariant, because a gauge transformation does not change those eigenvalues. The determinant is defined here by such a regulator. Another regulator may change ln Det by terms that depend on the cutoff procedure; this is why the constant that accompanies the logarithm in (3) has no meaning apart from the definition of Λ.

The squared operator is now worked out. The product of two Dirac matrices is half its anticommutator plus half its commutator. Since [γ_μ,γ_ν] = −2iσ_μν,

γ_μγ_ν = δ_μν − iσ_μν.

It follows that

D̸² = γ_μγ_νD_μD_ν = D² − iσ_μνD_μD_ν.

Because σ_μν changes sign when its indices are exchanged, only the antisymmetric part of D_μD_ν contributes, and this part is half the commutator:

D̸² = D² − (i/2)σ_μν[D_μ,D_ν].

Acting on a function, the commutator gives

[D_μ,D_ν]ψ = ie(∂_μA_ν − ∂_νA_μ)ψ = ieF_μνψ.

The second derivatives cancel, as do the terms with A_μ∂_νψ and the products of two potentials. The factor in front of σ_μνF_μν is then −(i/2)(ie) = e/2, so that

D̸² = D² + E,  E = (e/2)σ_μνF_μν.  (6)

Inserting (6) into (5) gives (1). A symbolic calculation with arbitrary functions A_μ and an arbitrary spinor also confirms (6).

The matrix E is the coupling of the magnetic moment. For a magnetic field F₁₂ = −F₂₁ = B, the two orderings of the indices add up to E = eBσ₁₂. The matrix σ₁₂ = iγ₁γ₂ has square −γ₁γ₂γ₁γ₂ = 1 and zero trace, so its eigenvalues are +1 and −1, each occurring twice. The spin component along the field is S = −(i/2)γ₁γ₂ = −σ₁₂/2, since this matrix rotates the Dirac matrices as components of a vector: [S,γ₁] = iγ₂. Let Π² denote −D² restricted to the three spatial directions. The squared operator in a static magnetic field is k₄² + Π² + 2eBS + m², where k₄ is the momentum in Euclidean time. It vanishes at k₄ = ±iω with

ω² = m² + Π² + 2eBS.

At low velocity and in a weak field, ω ≈ m + Π²/2m + 2(e/2m)BS. A particle of charge −e and gyromagnetic factor g has the magnetic energy g(e/2m)BS. The squared operator therefore contains g = 2 with no further assumption.

To isolate the divergence it is convenient to write the logarithm as an integral. For positive a and b,

ln(a/b) = −∫₀^∞ (ds/s) (e^(−sa) − e^(−sb)).  (7)

Both sides vanish at a = b, and their derivatives with respect to a agree, since ∫₀^∞ ds e^(−sa) = 1/a. Formula (7) is applied to each eigenvalue of the squared operator with and without the field. The operator −D̸² = D̸†D̸ has no negative eigenvalues, so for m > 0 every a = m² + λ² is positive. With the minus sign in Γ = −ln Det and the factor ½ from (5),

Γ = ½ ∫_(1/Λ²)^∞ (ds/s) e^(−m²s) Tr(e^(sD̸²) − e^(s∂²)).  (8)

Here Tr includes the integral over space and the sum over four spinor components, and the lower limit is the cutoff. The variable s has the dimension of a length squared and is called proper time. The exponential e^(sD̸²) describes diffusion for a time s, and its trace collects closed paths whose extent is of order √s. A short proper time thus means a small loop. In terms of the spectrum, the cutoff replaces ln a by −E₁(a/Λ²). For a ≪ Λ² this is ln(a/Λ²) plus a constant, while for a ≫ Λ² it is exponentially small, so high eigenvalues are removed smoothly.

The divergence of (8) as Λ → ∞ is decided by the trace at small s. Let K(s;x,y) be the kernel of e^(sD̸²). It satisfies

∂K/∂s = (D² + E)K,  (9)

with derivatives acting on x, and becomes a delta function as s → 0. Without a field the solution in infinite space is

G = (4πs)^(−2) e^(−z²/4s),  z = x − y.

On a torus of side L there are additional contributions from paths that wind around it. They are of order e^(−L²/4s), smaller than any power of s as s → 0, and do not affect the expansion sought here. With a smooth field the kernel is G multiplied by a slowly varying factor, which is expanded for small s:

K = G B,  B = b₀ + s b₁ + s² b₂ + …  (10)

This is an asymptotic expansion. Its convergence is not needed, since only its first terms decide the behaviour at s → 0.

Equations for the coefficients follow by inserting (10) into (9). The derivative of the Gaussian is ∂_μG = −(z_μ/2s)G. The product rule gives

D²(GB) = (∂²G)B + 2(∂_μG)D_μB + G D²B
   = (∂²G)B − (1/s)G z_μD_μB + G D²B.

Since G satisfies ∂G/∂s = ∂²G, the first term cancels against the s-derivative of G on the left of (9). After division by G,

∂B/∂s = −(1/s) z_μD_μB + (D² + E)B.

Comparing the coefficients of s^(n−1) gives

z_μD_μb₀ = 0,
(n + z_μD_μ)b_n = (D² + E)b_(n−1) for n ≥ 1.  (11)

The initial delta function requires b₀ = 1 at x = y.

A suitable gauge makes (11) easy to solve. Place y at the origin, so that z is the position x itself, and choose the potential such that

z_μA_μ(z) = 0.  (12)

This Fock–Schwinger gauge can be reached near the origin from any smooth potential A by subtracting ∂_μχ with χ(z) = ∫₀¹dt z_μA_μ(tz). Indeed χ(rz) = ∫₀^r dt z_μA_μ(tz), and its derivative with respect to r at r = 1 is both z_μ∂_μχ and z_μA_μ(z). The transformation multiplies K(s;x,y) by e^(ieχ(x)) e^(−ieχ(y)), which equals one at x = y. The diagonal kernel, which is all the trace requires, may therefore be computed in this gauge.

The potential can now be expressed through the field. Differentiating (12) gives z_ν∂_μA_ν = −A_μ, and hence

z_νF_νμ = z_ν∂_νA_μ − z_ν∂_μA_ν = (1 + z_ν∂_ν)A_μ.

For any smooth function h, the chain rule gives

d[r h(rz)]/dr = [(1 + z_ν∂_ν)h](rz).  (13)

With h = A_μ the right side is r z_νF_νμ(rz). Integration from r = 0 to r = 1 yields

A_μ(z) = ∫₀¹ dt t z_νF_νμ(tz) = ½ z_νF_νμ(0) + O(z²).  (14)

The potential vanishes at the origin, and its first derivatives there are fixed by the field strength.

The Dirac determinant has been reduced to that of the squared operator, and the effective action has been written as the proper-time integral (8), with the recursion (11) for the kernel coefficients and the potential (14) in Fock–Schwinger gauge. It remains to solve the recursion as far as b₂, whose trace gives the logarithmic divergence in (2) and the charge relation (3).
